# Residual stress and plane-strain modulus from bulging a long rectangular membrane

## The decision: which stiffness and which stress

Suppose a thin film grown by atomic layer deposition is to enter a device calculation. The calculation needs its residual stress and an elastic constant. A bulge test supplies pressure $p$ against centre deflection $h$ for a film released over a window. One must decide which part of the curve gives which property, and whether the elastic constant it yields may be entered as Young's modulus $E$.

For a long rectangular window of width $2a$ and a film of thickness $t$, the result is

$$
p=\frac{2\sigma_0t}{a^2}\,h+\frac{4Mt}{3a^4}\,h^3,\qquad M=\frac{E}{1-\nu^2}.
\tag{1}
$$

Here $\sigma_0$ is the residual stress across the width and $\nu$ is Poisson's ratio. The elastic constant obtained is the plane-strain modulus $M$. For $\nu=0.24$ it exceeds $E$ by 6 %, so entering it as $E$ makes the film too stiff by that amount.

Equation (1) is a leading-order law. It requires:

- a flat, isotropic, linearly elastic film, clamped on all sides, with tensile $\sigma_0$;
- a window length $2b$ much larger than $2a$;
- $h\ll a$ and $\sigma_0\ll M$;
- negligible bending stiffness.

## Hooke's law when the length cannot change

Let $x$ run across the width and $y$ along the length. Strains are counted from the flat film, which already carries its residual stress. Far from the ends every cross-section is alike and the long edges are clamped, so the film does not stretch along $y$. Its free surfaces carry negligible normal stress, because $p$ is tiny compared with the in-plane stresses.

For the stress changes $\Delta\sigma_x$ and $\Delta\sigma_y$, Hooke's law reads

$$
\varepsilon_y=\frac{\Delta\sigma_y-\nu\Delta\sigma_x}{E}=0
\quad\Rightarrow\quad \Delta\sigma_y=\nu\Delta\sigma_x .
$$

Inserting this in the strain across the width gives

$$
\varepsilon=\frac{\Delta\sigma_x-\nu\Delta\sigma_y}{E}
=\frac{1-\nu^2}{E}\,\Delta\sigma_x
\quad\Rightarrow\quad \Delta\sigma_x=M\varepsilon .
$$

The film cannot contract along $y$ when it is pulled along $x$. This constraint raises the stiffness from $E$ to $M$. The tension per unit length along $y$ is

$$
N=t(\sigma_0+M\varepsilon).
\tag{2}
$$

Here $t$ is the thickness of the flat film, and $\varepsilon$ is the change of arc length divided by the flat length. This choice matters only for corrections of relative order $\sigma_0/M$ or $\varepsilon$.

## Force balance gives a circular arc

Let $s$ be the arc length, $\mathbf e$ the unit tangent and $\mathbf n$ the outward normal, on the side away from the pressurized gas. The profile curves away from $\mathbf n$, so $d\mathbf e/ds=-\kappa\mathbf n$ with curvature $\kappa>0$. The forces on a short element balance when

$$
\frac{d(N\mathbf e)}{ds}+p\,\mathbf n
=\frac{dN}{ds}\,\mathbf e+(p-N\kappa)\,\mathbf n=0 .
$$

The tangential part says that $N$ is uniform. The normal part gives $\kappa=p/N$, which is then uniform too. The profile is a circular arc of radius

$$
R=\frac{N}{p}.
\tag{3}
$$

The centre of the circle lies a distance $R-h$ below the plane of the window. Pythagoras' theorem gives

$$
R^2=a^2+(R-h)^2
\quad\Rightarrow\quad R=\frac{a^2+h^2}{2h}.
\tag{4}
$$

Write $\tau=h/a$ and let $\varphi$ be half the angle subtended by the arc. Then

$$
\sin\varphi=\frac aR=\frac{2\tau}{1+\tau^2},\qquad
\cos\varphi=\frac{R-h}{R}=\frac{1-\tau^2}{1+\tau^2}.
$$

It follows that $\tan(\varphi/2)=\sin\varphi/(1+\cos\varphi)=\tau$, or $\varphi=2\arctan\tau$. Half the arc has length $R\varphi$ and started with length $a$, so

$$
\varepsilon=\frac{R\varphi}{a}-1
=\frac{(1+\tau^2)\arctan\tau}{\tau}-1 .
\tag{5}
$$

## From the arc to the linear-plus-cubic law

Equations (2) to (4) combine to

$$
p=\frac{2ht}{a^2+h^2}\,(\sigma_0+M\varepsilon).
\tag{6}
$$

This holds for large rotations, within the linear stress-strain relation (2). To expand it, use $\arctan\tau/\tau=1-\tau^2/3+\tau^4/5-\dots$ in (5):

$$
\varepsilon=\left(1-\tfrac13\right)\tau^2+\left(\tfrac15-\tfrac13\right)\tau^4+\dots
=\tfrac23\tau^2-\tfrac{2}{15}\tau^4+\dots
$$

The prefactor in (6) is $(2t\tau/a)(1-\tau^2+\tau^4-\dots)$. In the product with $\sigma_0+M\varepsilon$, the coefficient of $\tau^2$ is $\tfrac23M-\sigma_0$. That of $\tau^4$ is $-\tfrac2{15}M-\tfrac23M+\sigma_0=-\tfrac45M+\sigma_0$. Therefore

$$
p=\frac{2\sigma_0t}{a^2}h
+\left(\frac43M-2\sigma_0\right)\frac{t\,h^3}{a^4}
-\left(\frac85M-2\sigma_0\right)\frac{t\,h^5}{a^6}+\dots
\tag{7}
$$

Dropping $2\sigma_0$ against $\tfrac43M$, and the fifth-order term, gives (1).

The linear term is the stiffness of a string already under tension. The cubic term arises because the deflection stretches the film by $\tfrac23(h/a)^2$, and the added tension then acts through a curvature proportional to $h$.

The dropped $-2\sigma_0$ means that the slope yields $M-\tfrac32\sigma_0$ instead of $M$. A different definition of stress or strain would change this shift by another amount of order $\sigma_0$. Determining $M$ to better than a relative accuracy of order $\sigma_0/M$ thus requires a stated finite-strain convention.

Equation (7) was tested on a chain of 40 elastic segments loaded by pressure normal to the chain, with no arc assumed. A large prestress, $\sigma_0/M=0.1$, made the correction visible. At $p=0.01\,Mt/a$ the cubic term came out as 1.129 in units of $Mt/a^4$. Equation (7) gives $\tfrac43-0.2=1.133$, while (1) would give 1.333. The deflection was about $0.05a$, so the fifth-order term should lower the value by about $1.4\times0.05^2\approx0.0035$, which is most of the remaining difference.

## Reading the two coefficients

Dividing (1) by $h$ gives a straight line in $h^2$:

$$
\frac ph=A+Bh^2,\qquad
\sigma_0=\frac{Aa^2}{2t},\qquad
M=\frac{3Ba^4}{4t}.
\tag{8}
$$

The two terms of (1) are equal at

$$
h_*=a\sqrt{\frac{3\sigma_0}{2M}} .
$$

Well below $h_*$ the film responds linearly and the data say little about $M$. Well above it, $h\approx(3pa^4/4Mt)^{1/3}$ and the data say little about $\sigma_0$. An ideal membrane with $\sigma_0=0$ and no bending stiffness follows this cube-root law from the start. In a real film without residual stress, bending dominates at the smallest deflections. Under compression, an ideal membrane has no stiffness to keep it flat. It buckles, and the flat starting state used here is lost.

## How long is long?

For small loads and equal residual stresses along $x$ and $y$, the deflection $w$ obeys $N(w_{xx}+w_{yy})=-p$ with $N=\sigma_0t$. Far from the ends the solution is the parabola $(p/2N)(a^2-x^2)$. To make $w$ vanish at $y=\pm b$ as well, expand the parabola in cosines that vanish at $x=\pm a$:

$$
a^2-x^2=\sum_{n=0}^{\infty}c_n\cos k_nx,\qquad k_n=\frac{(2n+1)\pi}{2a}.
$$

Two integrations by parts give the coefficients:

$$
c_n=\frac1a\int_{-a}^{a}(a^2-x^2)\cos k_nx\,dx
=\frac{2}{ak_n}\int_{-a}^{a}x\sin k_nx\,dx
=\frac{4(-1)^n}{ak_n^3}.
$$

Each function $\cos k_nx\,\cosh k_ny$ satisfies Laplace's equation, so it can be subtracted without disturbing the load balance:

$$
w=\frac{p}{2N}\left[a^2-x^2-\sum_n c_n\cos k_nx\,
\frac{\cosh k_ny}{\cosh k_nb}\right].
$$

At the centre this becomes

$$
h=\frac{pa^2}{2\sigma_0t}\left[1-\frac{32}{\pi^3}\sum_{n=0}^{\infty}
\frac{(-1)^n}{(2n+1)^3\cosh\!\big((2n+1)\pi b/2a\big)}\right].
\tag{9}
$$

At small load the end effect falls roughly as $e^{-\pi b/2a}$. Once stretching matters, the in-plane motion near the ends decays more slowly; for the example film below at 30 kPa the error falls about as $e^{-b/a}$ between $b/a=4$ and 8. At $b/a=6$ it lowers the small-load deflection by 0.017 %.

At larger loads the film also moves in its own plane. A two-dimensional membrane calculation, given $E$ and $\nu$ but not $M$, covers that case. For the film of the example below at 6 kPa, the centre deflection differs from the long-membrane value by −33 % at $b/a=1$, −4.7 % at 2, −0.10 % at 4 and −0.005 % at 6. Enlarging the basis from 40 to 65 functions per displacement component changed the last deflection by less than 0.0001 %.

The same calculation shows when the residual stress along $y$ matters. Halving it at 6 kPa, with everything else fixed, raises the centre deflection of a square window by 20 %. At $b/a=6$ the change is no more than about 0.001 % in magnitude. The long window therefore measures the stress across its width, provided the stress along $y$ is not much larger. For unequal residual stresses, rescaling $y$ replaces $b/a$ in (9) by $(b/a)\sqrt{\sigma_x/\sigma_y}$, so a larger $\sigma_y$ lengthens the end zone. At $b/a=6$, a residual stress along $y$ four times that along $x$ shifts the fitted $\sigma_0$ by about +1.8 % and the fitted $M$ by about −3.9 %.

As a test of the modulus, $\nu$ was set to 0.40 with $E=170$ GPa and $b/a=6$. Fitting the resulting deflections with (8) gave $M=202.4$ GPa, which agrees with $E/(1-\nu^2)=202.4$ GPa.

## What bending adds

A clamped film must leave the frame with zero slope, which a circular arc does not. Let $D=Mt^3/12$ be the bending stiffness per unit length and $k=\sqrt{N/D}$. For small slopes,

$$
Dw''''-Nw''=p .
$$

Set $g=w'$ and integrate once. The constant vanishes because $g$ is odd in $x$, leaving $Dg''-Ng=px$. The odd solution with $g(a)=0$ is

$$
g=-\frac pN\left(x-a\,\frac{\sinh kx}{\sinh ka}\right).
$$

Since $w(a)=0$, the centre deflection is

$$
h=-\int_0^a g\,dx
=\frac{pa^2}{2N}\left[1-\frac{2}{ka}\tanh\frac{ka}{2}\right].
\tag{10}
$$

For $ka\gg1$ the film looks stiffer by the fraction $2/(ka)$, and the apparent $\sigma_0$ rises by that fraction. In the opposite limit, $\tanh z/z\approx1-z^2/3$ with $z=ka/2$ turns (10) into $h=pa^4/(24D)$. The intercept $A$ is then $24D/a^4$ even without residual stress, and reading it as stress would be wrong. Thick films, narrow windows and low stress lead towards this limit.

The curvature at the clamp is $g'(a)=(p/N)(ka\coth ka-1)$. The bending stress at the surface is $Mt/2$ times this, and it is tensile on the pressurized side. For $ka\gg1$, use $pa/N\approx2h/a$ and $k=\sqrt{12\sigma/M}/t$, where $\sigma=N/t$ is the membrane stress:

$$
\sigma_{\rm bend}\approx\frac{Mt}{2}\,\frac{2h}{a}\,k
=\frac{2h}{a}\sqrt{3M\sigma}.
\tag{11}
$$

The thickness has cancelled. Within this model, a thinner film at the same $h/a$ and $\sigma$ is not relieved at the clamp.

## Worked example: an alumina film

Take rough typical values for alumina grown by atomic layer deposition and released over a silicon frame: $t=100$ nm, $a=0.50$ mm, $b=3.0$ mm, $E=170$ GPa, $\nu=0.24$ and $\sigma_0=400$ MPa. Then $M=170/(1-0.24^2)=180.4$ GPa, and the coefficients of (1) are

$$
\frac{2\sigma_0t}{a^2}=320\ \mathrm{Pa/\mu m},\qquad
\frac{4Mt}{3a^4}=0.385\ \mathrm{Pa/\mu m^3}.
$$

The crossover deflection is $h_*=\sqrt{320/0.385}\approx29$ µm. Deflections computed from (6) at eleven equally spaced pressures from 1 to 6 kPa (45 Torr) serve as data. They run from 3.09 to 14.84 µm. At the top pressure the cubic term carries 21 % of the load.

An unweighted straight-line fit of $p/h$ against $h^2$ gives $A=320.0$ Pa/µm and $B=0.3831$ Pa/µm³. From (8),

$$
\sigma_0=\frac{(3.200\times10^{8})(5.0\times10^{-4})^2}{2\times10^{-7}}\ \mathrm{Pa}
=400\ \mathrm{MPa},
$$

$$
M=\frac{3\,(3.831\times10^{17})(5.0\times10^{-4})^4}{4\times10^{-7}}\ \mathrm{Pa}
=179.6\ \mathrm{GPa}.
$$

The stress is recovered, and the modulus is 0.4 % low. Equation (7) accounts for this. The prestress term lowers $M$ by $1.5\times0.4=0.6$ GPa, to 179.8 GPa. The fifth-order term adds curvature to the plot: with $u=(h/a)^2$, the mean slope between $u_1$ and $u_2$ changes by the fraction $-\tfrac65(u_1+u_2)$. Here $u_1+u_2\approx9\times10^{-4}$, which removes a further 0.2 GPa.

To obtain $E$ one must supply $\nu$. With $\nu=0.24$ the fit gives $E=169$ GPa. With $\nu=0.19$ or 0.29 it gives 173 or 164 GPa.

## Which errors matter

The following changes were made one at a time, with the other inputs fixed. Errors are relative to the input values. The deflections come from small-slope models, so the 0.4 % lowering of $M$ found above with data from (6) is not included and would add to each entry for $M$.

| Effect | Error in $\sigma_0$ | Error in $M$ |
|---|---:|---:|
| Finite length | +0.01 % | −0.03 % |
| Bending | +0.25 % | +0.06 % |
| Deflection reads 20 nm high | −0.5 % | +1.2 % |
| Half-width taken 1 % large | +2.0 % | +4.1 % |
| Thickness taken 1 % large | −1.0 % | −1.0 % |

The bending entry agrees with $2/(ka)=0.245$ %, where $ka=816$ at the residual tension. The width and thickness entries follow from the powers in (8). A constant offset in $h$ lowers $p/h$ most at small deflection, which tilts the line upwards and lowers its intercept.

The modulus is also sensitive to errors at high pressure. With the intercept held fixed, a 1 % error in the pressure at the top point shifts the slope inferred from that point by about $1/0.21\approx5$ %. A 1 % error in $h$ shifts it by nearly 7 %, because $h^2$ changes too. Higher pressure reduces both factors but raises the stress at the clamp. At 6 kPa the membrane stress is 506 MPa, and (11) gives

$$
\sigma_{\rm bend}\approx\frac{2\times14.84}{500}
\sqrt{3\times180.4\times0.506}\ \mathrm{GPa}\approx0.98\ \mathrm{GPa}.
$$

The total surface stress at the clamp is 1.5 GPa, about three times the membrane stress.

## The model beside a real film

The stiffness and stress of real alumina films depend on growth temperature and process, so the inputs above indicate a regime and do not describe a particular film. The ideal clamp is also open to doubt. Etching can undercut the frame, and a 1 % change in half-width is just 5 µm at each edge; as the table shows, it moves $M$ by 4 %. A real edge also has flaws and a finite radius, so 1.5 GPa is a model estimate and not a prediction of fracture. It is nevertheless large enough that the strength of the film at the frame should be considered before the pressure is raised.

Temperature matters as well. If film and frame differ in thermal expansion by $\Delta\alpha$, a temperature change $\Delta T$ imposes a strain of magnitude $\Delta\alpha\,\Delta T$ along both in-plane directions. Hooke's law then gives a stress change of magnitude $E\Delta\alpha\Delta T/(1-\nu)$. For a rough mismatch of 2 ppm/K and a drift of 5 K this is 2.2 MPa, or 0.6 % of $\sigma_0$. For these assumed values the change exceeds the 0.25 % shift of $\sigma_0$ due to bending; with the same mismatch, a constant temperature offset below about 2 K would not. A drift during the pressure sweep acts mainly on the modulus, because it is read as part of the roughly 100 MPa added by stretching. If it grows in step with the pressure, 5 K changes the fitted $M$ by about 2 % and 2 K by about 0.9 %, against 0.06 % from bending. For the modulus, temperature control therefore matters more than the bending correction even at small drifts. The numerical output below gives the remaining values.

## Computed values

```
thickness t = 100 nm, half-width a = 0.50 mm
half-length b = 3.0 mm, b/a = 6
input E = 170 GPa, nu = 0.24, s0 = 400 MPa
input plane-strain modulus M = 180.39 GPa
linear coefficient = 320.0 Pa/um
cubic coefficient = 0.3848 Pa/um^3
p (kPa), h large-rotation (um), h linear-plus-cubic (um):
  1.0  3.0897  3.0895
  2.0  5.9922  5.9914
  3.0  8.6102  8.6080
  4.0  10.9341  10.9298
  5.0  12.9961  12.9894
  6.0  14.8383  14.8287
highest pressure = 45.0 Torr
cubic share of highest pressure = 20.9 %
added strain at highest pressure = 0.0587 %
membrane stress there = 505.9 MPa
fit intercept = 320.01 Pa/um
fit slope = 0.3831 Pa/um^3
fitted s0 = 400.02 MPa, fitted M = 179.60 GPa
M - 1.5 s0 (strict Taylor slope) = 179.79 GPa
E from fitted M with nu = 0.19: 173.1 GPa
E from fitted M with nu = 0.24: 169.3 GPa
E from fitted M with nu = 0.29: 164.5 GPa
error of fitted s0 (%), of fitted M (%), one effect at a time:
  large rotation: +0.004, -0.439
  finite length: +0.013, -0.025
  bending: +0.246, +0.061
  +20 nm offset: -0.477, +1.160
  width +1%: +2.010, +4.060
  thickness +1%: -0.990, -0.990
deflection error of long-membrane limit at highest pressure:
  b/a = 1: finite minus long = -33.378 %
  b/a = 2: finite minus long = -4.739 %
  b/a = 4: finite minus long = -0.104 %
  b/a = 6: finite minus long = -0.005 %
small-load shortfall at b/a = 6: 0.0167 %
deflection change when longitudinal residual stress is halved:
  b/a = 1: +20.28 %, b/a = 6: -0.001 %
basis shift of 2D deflection (40 to 65 functions per field) = +0.00008 %
2D test, nu = 0.40: fitted M = 202.36 GPa, E/(1-nu^2) = 202.38 GPa
chain test, s0/M = 0.1: cubic term 1.1294, Taylor 1.1333
bending layer length 1/k = 0.613 um, ka = 816
bending estimate 2/(ka) = 0.245 %
clamp bending stress at highest pressure = 0.98 GPa
total clamp surface stress = 1.49 GPa
thermal drift, 5 K, mismatch 2 ppm/K: 2.24 MPa = 0.56 % of s0
```
